# Oscillator strengths of radio recombination lines and the H109α frequency: test program

```python
"""
Result under test: for hydrogen levels n -> n+s at large n, the absorption
oscillator strength (mean over the lower level, sum over the upper level) is
    f = n M(s) (1 + 1.5 s/n + O(1/n^2)),  M(s) = 4 J_s(s) J_s'(s) / (3 s^2),
and the exact line strength is S = -2 K0 D / omega^3, where
    K0 = <n' s-state | 1/r | n s-state>,  D = integral u_n0 (d/dr u_n'0) dr,
    omega = transition energy, n' = n+s, N = n+s/2 (midpoint).
Atomic units with the reduced mass as unit of mass. The line H109alpha
(110 -> 109) is placed with the Rydberg frequency and the proton mass.
"""
import numpy as np
from scipy.special import eval_genlaguerre, gammaln, jv, jvp
from scipy import constants as const

GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(900)


def radial_grid(n_max):
    """Nodes and weights in r, by Gauss-Legendre quadrature in sqrt(r)."""
    top = np.sqrt(3.2 * n_max**2 + 40.0 * n_max)
    root = 0.5 * top * (GAUSS_X + 1.0)
    return root**2, 2.0 * root * 0.5 * top * GAUSS_W


def radial(n, l, r):
    """Normalized u_nl(r) = r R_nl(r), positive near the origin."""
    if l >= n:
        return np.zeros_like(r)
    x = 2.0 * r / n
    log_part = (0.5 * (gammaln(n - l) - gammaln(n + l + 1)) - np.log(n)
                + (l + 1) * np.log(x) - 0.5 * x)
    return np.exp(log_part) * eval_genlaguerre(n - l - 1, 2.0 * l + 1.0, x)


def s_state_slope(n, r):
    """d/dr of u_n0 for n >= 2."""
    x = 2.0 * r / n
    lag = eval_genlaguerre(n - 1, 1.0, x)
    lag_next = eval_genlaguerre(n - 2, 2.0, x)
    return 2.0 * n**-2.5 * np.exp(-0.5 * x) * (lag - 0.5 * x * lag - x * lag_next)


def energy_gap(n, s):
    return 0.5 / n**2 - 0.5 / (n + s)**2


def line_strength(n, s):
    """Sum of squared dipole elements from all radial integrals."""
    r, w = radial_grid(n + s)
    low = [radial(n, l, r) for l in range(n + 1)]
    up = [radial(n + s, l, r) for l in range(n + 1)]
    total = 0.0
    for l in range(1, n + 1):
        total += l * (np.sum(w * r * low[l] * up[l - 1])**2
                      + np.sum(w * r * low[l - 1] * up[l])**2)
    return total


def f_direct(n, s):
    return 2.0 * energy_gap(n, s) * line_strength(n, s) / (3.0 * n**2)


def s_state_elements(n, s):
    """K0, D and <r> between the two s states, by quadrature."""
    r, w = radial_grid(n + s)
    u, v = radial(n, 0, r), radial(n + s, 0, r)
    return (np.sum(w * u * v / r), np.sum(w * u * s_state_slope(n + s, r)),
            np.sum(w * u * v * r))


def M(s):
    return 4.0 * jv(s, s) * jvp(s, s) / (3.0 * s**2)


def angle_average(n, s, kappa):
    z = np.exp(2j * np.pi * np.arange(512) / 512)
    return n * np.mean(z**(-s) * (1 - kappa / z)**(n - 1)
                       * (1 - kappa * z)**(-n - 1)).real


# Normalization and orthogonality of the radial functions.
r, w = radial_grid(110)
for l in (0, 1, 30, 70, 108):
    a, b = radial(109, l, r), radial(110, l, r)
    assert abs(np.sum(w * a * a) - 1) < 1e-9
    assert abs(np.sum(w * b * b) - 1) < 1e-9
    assert abs(np.sum(w * a * b)) < 1e-9

# Ladder relations, recurrence and telescoping, level by level in l.
n, s = 5, 3
m, omega = n + s, energy_gap(n, s)
r, w = radial_grid(m)
low = [radial(n, l, r) for l in range(n + 1)]
up = [radial(m, l, r) for l in range(n + 1)]
K = [np.sum(w * low[l] * up[l] / r) for l in range(n + 1)]
P, Q, A, A_up = {}, {}, {}, {}
for l in range(1, n + 1):
    P[l] = np.sum(w * up[l - 1] * low[l] / r**2)
    Q[l] = np.sum(w * up[l] * low[l - 1] / r**2)
    A[l] = np.sqrt(max(0.0, 1 / l**2 - 1 / n**2))
    A_up[l] = np.sqrt(1 / l**2 - 1 / m**2)
    assert abs(omega**2 * np.sum(w * r * up[l - 1] * low[l]) - P[l]) < 1e-10
    assert abs(omega**2 * np.sum(w * r * up[l] * low[l - 1]) - Q[l]) < 1e-10
    assert abs(P[l] - A[l] * K[l - 1] + A_up[l] * K[l]) < 1e-10
    assert abs(Q[l] - A_up[l] * K[l - 1] + A[l] * K[l]) < 1e-10
for l in range(1, n):
    right = l * A[l] * Q[l] - (l + 1) * A[l + 1] * P[l + 1]
    partner = l * A_up[l] * P[l] - (l + 1) * A_up[l + 1] * Q[l + 1]
    assert abs((2 * l + 1) * omega * K[l] - right) < 1e-10
    assert abs((2 * l + 1) * omega * K[l] + partner) < 1e-10
B = {l: l * K[l - 1] * (A[l] * P[l] + A_up[l] * Q[l]) for l in range(1, n + 1)}
B[n + 1] = 0.0
for l in range(1, n + 1):
    assert abs(l * (P[l]**2 + Q[l]**2) - B[l] + B[l + 1]) < 1e-10

# Exact collapse of the sum, and the angle-average forms of K0 and D.
for n, s in ((1, 1), (2, 3), (5, 1), (30, 3), (109, 1), (109, 2)):
    K0, D, r_element = s_state_elements(n, s)
    omega, N = energy_gap(n, s), n + 0.5 * s
    assert abs(line_strength(n, s) / (-2 * K0 * D / omega**3) - 1) < 1e-7
    assert abs(omega * r_element / D - 1) < 1e-7
    kappa, step = s / (2 * N), 1e-5
    c = angle_average(n, s, kappa)
    slope = (angle_average(n, s, kappa + step)
             - angle_average(n, s, kappa - step)) / (2 * step)
    scale = 1 / (N**2 * np.sqrt(n * (n + s)))
    assert abs(scale * c / K0 - 1) < 1e-8
    # The finite difference in kappa limits this comparison.
    assert abs(scale * (kappa * c - 0.5 * (1 - kappa**2) * slope) / D - 1) < 1e-5

# No first-order term in 1/N: residual times N^2 must settle, not grow with N.
limit_15 = {}
for s in (1, 2, 3):
    scaled, first_order = [], []
    for n in (40, 80):
        N = n + 0.5 * s
        K0, D, _ = s_state_elements(n, s)
        f = f_direct(n, s)
        x = 0.7 * s
        scaled.append(N**2 * np.array([
            K0 * N**2 / jv(s, s) - 1,
            -D * N / jvp(s, s) - 1,
            angle_average(n, s, x / (2 * N)) / (N * jv(s, x)) - 1,
            f * n**2 / (N**3 * M(s)) - 1]))
        first_order.append((f / (n * M(s)) - 1) * n / s)
    assert np.max(np.abs(scaled[1] - scaled[0])) < 0.05
    limit_15[s] = 2 * first_order[1] - first_order[0]
    assert abs(limit_15[s] - 1.5) < 0.01

# Classical Kepler orbit of unit semi-major axis, averaged over e^2.
anomaly = 2 * np.pi * np.arange(400) / 400
gx, gw = np.polynomial.legendre.leggauss(40)
classical = {}
for s in (1, 2, 3):
    mean_square = 0.0
    for e2, weight in zip(0.5 * (gx + 1), 0.5 * gw):
        e = np.sqrt(e2)
        phase = (np.exp(1j * s * (anomaly - e * np.sin(anomaly)))
                 * (1 - e * np.cos(anomaly)))
        xs = np.mean((np.cos(anomaly) - e) * phase)
        ys = np.mean(np.sqrt(1 - e2) * np.sin(anomaly) * phase)
        mean_square += weight * (abs(xs)**2 + abs(ys)**2)
    classical[s] = mean_square
    assert abs(mean_square / (2 * jv(s, s) * jvp(s, s) / s**3) - 1) < 1e-8

assert abs(M(1) - 0.1908) < 5e-5

# Worked example: H109alpha.
n, s = 109, 1
N, omega = n + 0.5 * s, energy_gap(n, s)
K0, D, _ = s_state_elements(n, s)
S = line_strength(n, s)
f = f_direct(n, s)
f_lead, f_first, f_mid = n * M(s), n * M(s) * (1 + 1.5 * s / n), M(s) * N**3 / n**2
assert abs(f_first / f - 1) < 2e-4 < abs(f_lead / f - 1)
hartree_hz = const.physical_constants["hartree-hertz relationship"][0]
mass_ratio = const.physical_constants["proton-electron mass ratio"][0]
nu_fixed = omega * hartree_hz / 1e9
nu = nu_fixed / (1 + 1 / mass_ratio)
assert abs(nu - 5.009) < 5e-4 < abs(nu_fixed - 5.009)

for k in (1, 2, 3):
    print(f"s={k}: J_s(s) = {jv(k, k):.6f}, J_s'(s) = {jvp(k, k):.6f}, "
          f"M(s) = {M(k):.6f}")
for k in (1, 2, 3):
    print(f"s={k}: first-order coefficient from direct f = {limit_15[k]:.5f}")
for k in (1, 2, 3):
    print(f"s={k}: classical mean |r_s|^2 / a^2 = {classical[k]:.6f}")
print(f"H109alpha: lower n = {n}, upper n' = {n + s}, midpoint N = {N}")
print(f"transition energy omega = {omega:.6e} hartree")
print(f"midpoint estimate s/N^3 = {s / N**3:.6e} hartree")
print(f"K0 = {K0:.6e} a.u., Bessel limit = {jv(s, s) / N**2:.6e} a.u.")
print(f"D = {D:.6e} a.u., Bessel limit = {-jvp(s, s) / N:.6e} a.u.")
print(f"S from all radial integrals = {S:.6e} a.u.")
print(f"S from -2 K0 D/omega^3 = {-2 * K0 * D / omega**3:.6e} a.u.")
print(f"f from all radial integrals = {f:.6f}")
print(f"f leading, n M = {f_lead:.6f}, relative error = {f_lead / f - 1:.3e}")
print(f"f first order = {f_first:.6f}, relative error = {f_first / f - 1:.3e}")
print(f"f midpoint, M N^3/n^2 = {f_mid:.6f}, relative error = {f_mid / f - 1:.3e}")
for k in (1, 5, 10, 30, 109):
    fk = f_direct(k, 1)
    law = k * M(1) * (1 + 1.5 / k)
    mid = M(1) * (k + 0.5)**3 / k**2
    print(f"n={k}, s=1: f = {fk:.6f}, first order = {law:.6f}, "
          f"rel. error = {law / fk - 1:.2e}, midpoint error = {mid / fk - 1:.2e}")
print(f"proton-electron mass ratio = {mass_ratio:.4f}")
print(f"frequency with infinite nuclear mass = {nu_fixed:.5f} GHz")
print(f"frequency of H109alpha with proton mass = {nu:.5f} GHz")
print(f"shift from nuclear motion = {(nu - nu_fixed) * 1e3:.4f} MHz")
print("finished without a failed check")
```

Printed output:

```
s=1: J_s(s) = 0.440051, J_s'(s) = 0.325147, M(s) = 0.190775
s=2: J_s(s) = 0.352834, J_s'(s) = 0.223891, M(s) = 0.026332
s=3: J_s(s) = 0.309063, J_s'(s) = 0.177029, M(s) = 0.008106
s=1: first-order coefficient from direct f = 1.50010
s=2: first-order coefficient from direct f = 1.50035
s=3: first-order coefficient from direct f = 1.50073
s=1: classical mean |r_s|^2 / a^2 = 0.286162
s=2: classical mean |r_s|^2 / a^2 = 0.019749
s=3: classical mean |r_s|^2 / a^2 = 0.004053
H109alpha: lower n = 109, upper n' = 110, midpoint N = 109.5
transition energy omega = 7.616856e-07 hartree
midpoint estimate s/N^3 = 7.616539e-07 hartree
K0 = 3.670115e-05 a.u., Bessel limit = 3.670070e-05 a.u.
D = -2.969362e-03 a.u., Bessel limit = -2.969380e-03 a.u.
S from all radial integrals = 4.932256e+11 a.u.
S from -2 K0 D/omega^3 = 4.932256e+11 a.u.
f from all radial integrals = 21.080316
f leading, n M = 20.794464, relative error = -1.356e-02
f first order = 21.080626, relative error = 1.473e-05
f midpoint, M N^3/n^2 = 21.081941, relative error = 7.710e-05
n=1, s=1: f = 0.416197, first order = 0.476937, rel. error = 1.46e-01, midpoint error = 5.47e-01
n=5, s=1: f = 1.231237, first order = 1.240037, rel. error = 7.15e-03, midpoint error = 3.12e-02
n=10, s=1: f = 2.189998, first order = 2.193911, rel. error = 1.79e-03, midpoint error = 8.43e-03
n=30, s=1: f = 6.008231, first order = 6.009409, rel. error = 1.96e-04, midpoint error = 9.94e-04
n=109, s=1: f = 21.080316, first order = 21.080626, rel. error = 1.47e-05, midpoint error = 7.71e-05
proton-electron mass ratio = 1836.1527
frequency with infinite nuclear mass = 5.01165 GHz
frequency of H109alpha with proton mass = 5.00892 GHz
shift from nuclear motion = -2.7279 MHz
finished without a failed check
```
